# Why Compensating Donors Add to Dopant Fluctuations in MOS Transistors

## A box that is neutral on average

Take a small box of semiconductor in which acceptors and donors have been placed at random, independently of each other. Each species has a mean number $m$ in the box, and every dopant is ionized. An acceptor carries charge $-q$ and a donor $+q$, with $q>0$. The mean charge is zero.

If donors cancelled acceptors one by one, every such box would be neutral. For Poisson counts, however, the probability of finding one donor and no acceptor is

$$
P(n_D=1,\,n_A=0)=\left(m e^{-m}\right)\left(e^{-m}\right)=m e^{-2m}>0 .
$$

Such a box has charge $+q$. The exchanged case, one acceptor and no donor, is equally likely and has charge $-q$. The two cases cancel in the mean but not in the mean square, where both contribute $q^2$. Equal average concentrations make the average box neutral, not each box.

## The counter-example in a transistor channel

The claim to be refuted is that two channels with equal net doping have equal dopant fluctuations. Consider a box under a 50 nm × 50 nm gate, 25.28 nm deep, filled in two ways:

- lighter channel: $N_A=2\times10^{18}\ \mathrm{cm^{-3}}$ and no donors, which gives 126.4 acceptors on average;
- compensated channel: $N_A=3\times10^{18}\ \mathrm{cm^{-3}}$ and $N_D=1\times10^{18}\ \mathrm{cm^{-3}}$, which gives 189.6 acceptors and 63.2 donors on average.

The mean net number of negative charges is the same, since $189.6-63.2=126.4$. A Poisson count has a variance equal to its mean (proved below), and the variances of independent counts add. The standard deviations are therefore

$$
\sqrt{126.4}=11.24,\qquad \sqrt{189.6+63.2}=\sqrt{252.8}=15.90 .
$$

The claim fails by a factor $\sqrt2$. Summing over the joint Poisson distribution of the two counts gives the same means and standard deviations.

## The general statement and its proof

Let $n_A$ and $n_D$ be independent Poisson counts in a fixed volume $V$, with means $N_AV$ and $N_DV$. With all dopants ionized, the charge $Q=q(n_D-n_A)$ obeys

$$
\langle Q\rangle=q(N_D-N_A)V,\qquad \mathrm{Var}\,Q=q^2(N_A+N_D)V .
$$

The mean follows from linearity. For the variance, first take one Poisson count $n$ with mean $m$:

$$
\langle n(n-1)\rangle=\sum_{n\ge2}n(n-1)\frac{m^n e^{-m}}{n!}
=m^2\sum_{n\ge2}\frac{m^{n-2}e^{-m}}{(n-2)!}=m^2 .
$$

Hence $\langle n^2\rangle=m^2+m$ and $\mathrm{Var}\,n=\langle n^2\rangle-m^2=m$.

Now write $\delta n=n-\langle n\rangle$ for each species and expand the square:

$$
\mathrm{Var}(n_D-n_A)=\langle(\delta n_D-\delta n_A)^2\rangle
=\mathrm{Var}\,n_D+\mathrm{Var}\,n_A-2\,\mathrm{Cov}(n_D,n_A).
$$

The sign of the charge survives only in the covariance. Independence makes the covariance zero, which leaves $N_DV+N_AV$. This completes the proof.

Two dopants cannot share a lattice site, so the counts are not strictly independent. Let each site, independently of the others, hold an acceptor with probability $p_A$ and a donor with probability $p_D$. Its net charge number has mean $p_D-p_A$ and mean square $p_A+p_D$, so its variance is $p_A+p_D-(p_D-p_A)^2$. The last term lowers the total by the fraction $(p_D-p_A)^2/(p_A+p_D)$. For the compensated channel in silicon this is $2.0\times10^{-5}$, which is negligible.

## When donors do cancel the noise

Cancellation needs a positive covariance, that is, donors that follow the acceptors in space. Suppose that each donor sits at distance $r$ from its own acceptor, in a random direction, and that the remaining acceptors are independent. A pair wholly inside the box contributes no net charge. A pair cut by the surface contributes $\pm q$.

For a box side $a$ and a displacement $u$ along it, the chance that an acceptor inside has its donor outside is $|u|/a$. The average of $|u|$ over directions is $r/2$. For small $r$ the three sides add, and the cut fraction is

$$
f=\frac r2\left(\frac1{a_1}+\frac1{a_2}+\frac1{a_3}\right)=\frac{rS}{4V},
$$

where $S$ is the surface area of the box, because $S/V=2(1/a_1+1/a_2+1/a_3)$. As many pairs are cut with the donor inside as with the acceptor inside. The two kinds of cut pair are independent Poisson counts, each with mean $fN_DV$, so

$$
\mathrm{Var}(n_D-n_A)=(N_A-N_D)V+2fN_DV .
$$

For $r=2.0$ nm in the compensated box, $f=0.0796$ and the variance is $126.4+2(0.0796)(63.2)=136.5$. The standard deviation is 11.68, and a simulation of 20 000 boxes gives 11.54, with a sampling error of about 0.06. Counting the cut fraction beyond first order in $r$ gives $f=0.078$ and changes the formula value only to 11.67. This is close to the 11.24 of the lighter channel and far below the 15.90 of independent dopants. The idea of cancellation is thus right for close pairs and wrong for independent placement.

## From charge to threshold voltage

In a transistor the depletion width responds to the dopants, so the volume is not fixed. Let $x$ run from the oxide interface into the silicon, and let $N=N_A-N_D>0$, so that the channel region is p-type. The depletion edge is taken as sharp, at depth $W$. Potentials are averaged over the gate area $A$, and source and drain are ignored.

Between the interface and the edge the charge density is $-qN$, so Poisson's equation reads $\psi''=qN/\varepsilon_s$, with $\psi=\psi'=0$ at $x=W$. One integration from the edge gives

$$
\psi'(x)=-\frac q{\varepsilon_s}\int_x^W N(x')\,dx' .
$$

A second integration, with the order of integration exchanged, gives the band bending at the interface:

$$
\psi_s=-\int_0^W\psi'\,dx
=\frac q{\varepsilon_s}\int_0^W dx\int_x^W N(x')\,dx'
=\frac q{\varepsilon_s}\int_0^W x'N(x')\,dx' .
$$

The bending depends on the first moment of the charge. The oxide drop depends on the total charge, because the displacement is continuous at the interface and the inversion charge is neglected at threshold:

$$
V_{ox}=\frac q{C_{ox}}\int_0^W N\,dx .
$$

Here $C_{ox}$ is the oxide capacitance per area. Threshold is defined by $\psi_s=2\phi_F$, with $\phi_F=(kT/q)\ln(N/n_i)$, and $V_T=V_{FB}+\psi_s+V_{ox}$, where $V_{FB}$ is the flat-band voltage. For uniform doping the moment is $NW^2/2$, so

$$
W=\sqrt{\frac{2\varepsilon_s(2\phi_F)}{qN}},\qquad V_{ox}=\frac{qNW}{C_{ox}} .
$$

Now add a thin sheet of $\delta$ extra acceptors per area at depth $x$, holding $\psi_s$ at its threshold value. The first moment must not change:

$$
x\,\delta+WN\,\delta W=0\quad\Rightarrow\quad \delta W=-\frac{x\,\delta}{WN}.
$$

The total number of charges per area changes by $\delta+N\,\delta W=\delta(1-x/W)$, and therefore

$$
\delta V_T=\frac{q\,\delta}{C_{ox}}\left(1-\frac xW\right).
$$

An acceptor at the interface counts fully. With the sharp edge assumed here, one at the depletion edge counts for nothing, because the edge retreats to compensate it. A finite-difference solution of Poisson's equation for a 25 nm depletion layer, with the edge held at fixed depth and potential and sheets at 0.5, 5 and 15 nm, gives the same weight. In reality the hole density falls off gradually at the edge. For the net doping of $2\times10^{18}\ \mathrm{cm^{-3}}$ used below, this gives a dopant at depth $W$ a weight of about 0.06 and lowers the threshold spread by about 0.5%.

A single dopant is a sheet with $\delta=+1/A$ for an acceptor and $-1/A$ for a donor. A slice of thickness $dx$ holds independent Poisson numbers with means $N_AA\,dx$ and $N_DA\,dx$. By the theorem, the variance of its net number is $(N_A+N_D)A\,dx$. Different slices are independent, so their contributions add:

$$
\sigma^2(V_T)=\left(\frac q{C_{ox}A}\right)^2(N_A+N_D)A\int_0^W\left(1-\frac xW\right)^2dx .
$$

With $u=1-x/W$ the integral becomes $W\int_0^1u^2\,du=W/3$, and

$$
\sigma(V_T)=\frac q{C_{ox}}\sqrt{\frac{(N_A+N_D)\,W}{3A}} .
$$

The width $W$ contains the difference of the concentrations, while the noise contains their sum. At equal net doping, with gate and oxide unchanged, compensation multiplies $\sigma$ by $\sqrt{(N_A+N_D)/(N_A-N_D)}$.

## Three channels compared

The gate is 50 nm × 50 nm, the oxide is 2.0 nm thick and the temperature is 300 K. The relative permittivities are 11.7 for silicon and 3.9 for the oxide, $n_i=1.0\times10^{10}\ \mathrm{cm^{-3}}$, and $C_{ox}=1.727\ \mathrm{\mu F/cm^2}$.

For $N=2\times10^{18}\ \mathrm{cm^{-3}}$ the bending is $2(0.02585\ \mathrm V)\ln(2\times10^8)=0.988$ V. This gives $W=25.28$ nm, the box depth used above. The step in threshold per dopant at the interface is

$$
\frac q{C_{ox}A}=\frac{1.602\times10^{-19}\ \mathrm C}{(1.727\times10^{-6}\ \mathrm{F/cm^2})(2.5\times10^{-11}\ \mathrm{cm^2})}=3.71\ \mathrm{mV}.
$$

Multiplying this by the square root of one third of the mean number of dopants of both kinds gives

$$
\sigma_{\rm comp}=3.71\sqrt{\frac{252.8}{3}}\ \mathrm{mV}=34.1\ \mathrm{mV},\qquad
\sigma_{\rm light}=3.71\sqrt{\frac{126.4}{3}}\ \mathrm{mV}=24.1\ \mathrm{mV}.
$$

For uniform doping, both channels have the same threshold, 1.457 V above flat band. With the potential averaged over the gate, random placement lowers the two means slightly and by different amounts, about 1.2 mV in the compensated channel and 0.6 mV in the lighter one, for a reason given below. Easy lateral paths for the current, estimated with the resistor network of the last section, lower both means by a further 2 to 3 mV.

The third channel is the starting point: $N_A=3\times10^{18}\ \mathrm{cm^{-3}}$ without donors. It has $W=20.86$ nm, a threshold 1.590 V above flat band and $\sigma=26.8$ mV. Going to a net doping of $2\times10^{18}\ \mathrm{cm^{-3}}$ lowers the threshold above flat band by 0.13 V. For a fixed gate material the flat-band voltage itself rises by 0.01 V, because $\phi_F$ falls, so the threshold drops by about 0.12 V. This can be done in two ways. Adding donors raises $\sigma$ from 26.8 to 34.1 mV, while using fewer acceptors lowers it to 24.1 mV. The rise has two causes, the larger sum and the wider depletion layer:

$$
\frac{34.1}{26.8}\simeq\sqrt{\frac43}\,\sqrt{\frac{25.28}{20.86}}=1.155\times1.101=1.27 .
$$

These values rest on a linear response to each dopant. As a test, 12 000 devices of each kind were filled with random discrete dopants, and the depletion edge was found anew in each from the first moment. The spreads are 26.8 mV (initial), 33.9 mV (compensated) and 24.1 mV (lighter), with a sampling error of about 0.65% each.

The mean oxide drop of the simulated compensated devices is 0.4678 V, slightly below the 0.4691 V of uniform doping. The motion of the edge accounts for this. With the first moment fixed, the net charge number is a constant plus the sum of $\pm(1-x/W)$ over the dopants up to the actual edge $W'$. Whether the edge has been reached by a given depth depends only on shallower dopants, so the random part of this sum averages to zero. What remains is the integral of the mean density,

$$
NA\int_0^{W'}\left(1-\frac xW\right)dx=NA\left[\frac W2-\frac{(W'-W)^2}{2W}\right].
$$

From $\delta W=-x\,\delta/(WN)$, summed over independent dopants, the variance of the edge is

$$
\langle(W'-W)^2\rangle=\frac{(N_A+N_D)A}{(WNA)^2}\int_0^Wx^2dx=\frac{(N_A+N_D)W}{3N^2A}.
$$

The mean loss is therefore $(N_A+N_D)/(6N)$ charges. Here that is one third of a charge, or 1.2 mV, which agrees with the simulated 1.3 mV.

The same variance marks the limit of the formula. The relative motion of the edge has the mean square $(N_A+N_D)/(3N\,NAW)$, which must be small. For the compensated channel it is $2/(3\times126.4)=0.0053$, an rms motion of 7%. As $N_D$ approaches $N_A$ this ratio grows without limit, and both the linear response and the picture of a p-type depletion layer fail.

## The model beside a real transistor

The dimensions and acceptor concentrations are rough values in the regime of a scaled planar bulk silicon transistor. The uniform donor background was chosen for the comparison. Real profiles vary with depth, and real thresholds also vary for reasons other than dopants. Of the assumptions whose effect on $\sigma$ is estimated here, the one that matters most is that electrons sit at the interface. For a (100) surface, where the lowest level has the quantization mass $0.916\,m_0$, and a triangular well with the surface field of 0.78 MV/cm, electrons in the lowest level have a mean depth of $z=1.26$ nm. Higher levels, partly occupied at 300 K, add about 0.1 nm and are left out here; they would raise the $\sigma$ found below by about 0.7 mV. The fall of the field with depth, also left out, adds about 0.03 nm. Threshold then fixes the potential at $z$ rather than at the interface. The dopant weight becomes $q(1/C_{ox}+z/\varepsilon_s)(W-x)/(W-z)$ for $x>z$ and $q(1/C_{ox}+x/\varepsilon_s)$ for $x<z$. With $W$ held fixed, this raises the compensated $\sigma$ from 34.1 to 42.8 mV, or by 26%. Letting $W$ grow until the potential at $z$ reaches $2\phi_F$ adds about 2% more. The lighter channel has the same $W$ and $z$, so the ratio $\sqrt2$ is unchanged in this estimate.

Lateral averaging is also open to doubt, because the surface potential varies within the gate area. Over random potential maps of the compensated channel its rms fluctuation is 56.4 mV. Part of this is the shift of each map as a whole, which is the threshold spread of these maps, 35.8 mV, divided by $1+\varepsilon_s/(C_{ox}W)=1.237$, or 28.9 mV. The lateral part is $\sqrt{56.4^2-28.9^2}\ \mathrm{mV}=48$ mV, nearly twice the thermal voltage. This holds for the 2 nm grid of the maps; a finer grid raises it by about 2 mV. Subthreshold current can therefore seek out easy paths. A resistor network on 500 random potential maps, with linear dopant response, gives $\sigma=36.7$ mV, against 35.8 mV from the averaged potential of the same maps. For the lighter channel the values are 23.7 and 23.4 mV. The network ratio, 1.55, lies above 1.41, but the averaged potentials of these maps already give 1.53. Most of the excess is thus sampling error, about 3% in each spread. Compared on the same maps, the network raises the ratio by about 1% here. This paired figure has a sampling error near 2% and ranges from about 1% to about 5% between sets of several hundred maps. A rise of a few percent above $\sqrt2$ is therefore likely, but its size is not fixed by these maps.

Incomplete ionization in the neutral bulk, estimated with an isolated acceptor level, lowers $\sigma$ by about 1% through $\phi_F$. Operation at 358 K lowers it by about 1% if the band gap is held fixed, and by about 1.5% if the gap narrows with temperature as in silicon.

Source and drain are a more serious omission. A quasi-two-dimensional estimate, which counts only the potential difference at the surface, gives a decay length of about 12 nm and a mid-channel rise of 23 mV at a drain voltage of 0.05 V and of 146 mV at 1 V. It leaves out the deeper part of the junctions, where the difference is near 1 V. For junctions as deep as the depletion layer, the rise at 0.05 V is about three times as large in a two-dimensional solution with a fixed depletion edge. At 1 V the same solution gives about 110 mV, less than the 146 mV above, so the estimate is neither an upper nor a lower bound. An abrupt junction depletes about 26 nm of this channel even without bias, so the layers of source and drain together span the 50 nm gate. The long-channel formula is therefore not a quantitative prediction for a gate this short, and the effect of source and drain on $\sigma$ has not been determined at either voltage. The drain-junction field at 1 V, estimated for an isolated abrupt junction, is 1.1 MV/cm. At such a field band-to-band tunnelling in silicon should be checked; its current is not calculated here. The oxide field at threshold, 2.35 MV/cm, is well below breakdown, which lies roughly at 10 MV/cm.

Within the long-channel model, if the dopants are placed independently and the gate and oxide are fixed, a lower threshold is reached with less spread by using fewer acceptors than by adding donors. To recover the spread of the lighter channel at the same net doping, the compensated one would need twice the gate area, since $\sigma^2\propto(N_A+N_D)/A$. The numerical output below lists the values for all three channels.

## Table of computed values

```
gate side 50 nm, oxide 2.0 nm, T 300 K
permittivities: Si 11.7, oxide 3.9; n_i 1.0e+10 cm^-3
thermal voltage 25.85 mV
oxide capacitance 1.727 uF/cm2
[initial] N_A 3.0e+18, N_D 0.0e+00 cm^-3
  bending 1.0092 V, depletion width 20.86 nm
  mean acceptors 156.4, donors 0.0
  net count: mean 156.4, std dev 12.51
  oxide drop 0.5806 V, V_T - V_FB 1.5899 V
  sigma V_T: formula 26.80 mV, simulated 26.80 mV
  simulated mean oxide drop 0.5801 V
[compensated] N_A 3.0e+18, N_D 1.0e+18 cm^-3
  bending 0.9883 V, depletion width 25.28 nm
  mean acceptors 189.6, donors 63.2
  net count: mean 126.4, std dev 15.90
  oxide drop 0.4691 V, V_T - V_FB 1.4574 V
  sigma V_T: formula 34.07 mV, simulated 33.85 mV
  simulated mean oxide drop 0.4678 V
[lighter] N_A 2.0e+18, N_D 0.0e+00 cm^-3
  bending 0.9883 V, depletion width 25.28 nm
  mean acceptors 126.4, donors 0.0
  net count: mean 126.4, std dev 11.24
  oxide drop 0.4691 V, V_T - V_FB 1.4574 V
  sigma V_T: formula 24.09 mV, simulated 24.09 mV
  simulated mean oxide drop 0.4683 V
sigma compensated/lighter: formula 1.4142, simulated 1.405
sigma compensated/initial: formula 1.2712, simulated 1.263
pairs at 2.0 nm: cut fraction 0.0796
  count std dev: formula 11.68, simulated 11.54
lattice exclusion lowers variance by fraction 2.0e-05
[compensated] rms surface potential 56.4 mV
  sigma V_T on maps: averaged 35.8 mV, network 36.7 mV
[lighter] rms surface potential 39.2 mV
  sigma V_T on maps: averaged 23.4 mV, network 23.7 mV
network sigma ratio 1.55
surface field 0.782 MV/cm, lowest level 0.148 eV
electron centroid 1.26 nm
compensated sigma with confinement 42.8 mV
[compensated] bulk holes/net doping 0.418, sigma change -1.16 %
[lighter] bulk holes/net doping 0.546, sigma change -0.80 %
sigma change at 358 K: -1.08 %
lateral decay length 12.3 nm
  mid-channel potential rise at V_D 0.05 V: 23 mV
  mid-channel potential rise at V_D 1.00 V: 146 mV
oxide field 2.35 MV/cm
oxide tunnelling factor (WKB) 2.2e-11
drain-junction peak field at 1 V 1.13 MV/cm
```
